# One cavity mode shifts a crystal's bands only as 1/N: a numerical check

```python
"""
Result under test: a single cavity mode coupled to N lattice sites with Peierls
phase eta*X, X = b + b^dagger, eta = g/sqrt(N), is dressed at order one,
    Omega = omega*sqrt(1 + 2 g^2 tau/(hbar omega)),
while one-electron addition/removal energies shift only as 1/N:
    shift = (g^2/N) * [-eps_k omega/(2 Omega) -/+ j_k^2 omega/(hbar Omega^2)]
(upper sign: addition, lower sign: removal).
t: hopping, a: lattice spacing, eps_k = -2t cos(ka), j_k = 2t sin(ka),
tau: minus the electronic energy per site of the centred half-filled sea.
Energies are in eV unless a name says otherwise. Electrons are spinless.
"""
from itertools import combinations
import numpy as np
from scipy.constants import e, hbar, epsilon_0
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.special import j0

# ---------- chosen parameters and SI coupling ----------
t = 1.0
hw = 0.1
a = 0.5e-9
volume = 1000e-18
volume_per_site = 125e-27
N_crystal = volume / volume_per_site
omega_SI = hw * e / hbar
A0 = np.sqrt(hbar / (2 * epsilon_0 * omega_SI * volume))
eta_crystal = e * a * A0 / hbar
g = eta_crystal * np.sqrt(N_crystal)
tau = 2 * t / np.pi
hW = hw * np.sqrt(1 + 2 * g**2 * tau / hw)


def phase_functions(eta, dim):
    """Matrices cos(eta X) - 1 and sin(eta X) in the photon-number basis."""
    x, U = eigh_tridiagonal(np.zeros(dim), np.sqrt(np.arange(1.0, dim)))
    cos_minus_one = (U * (-2 * np.sin(eta * x / 2)**2)) @ U.T
    return cos_minus_one, (U * np.sin(eta * x)) @ U.T


def oscillator_hamiltonian(S, ops):
    """Photon Hamiltonian for S = sum exp(ika), minus bare electron energy."""
    cm1, sn = ops
    return (np.diag(hw * np.arange(len(cm1)))
            - 2 * t * (S.real * cm1 - S.imag * sn))


def lowest(S, ops):
    return np.linalg.eigvalsh(oscillator_hamiltonian(S, ops))[0]


def sea_sum(N, displacement=0):
    m = (N - 2) // 4
    n = np.arange(-m, m + 1) + displacement
    return np.exp(2j * np.pi * n / N).sum()


# ---------- real-space many-body diagonalization against k-space blocks ----------
N_small, Ne_small, dim_small = 6, 3, 24
x, U = eigh_tridiagonal(np.zeros(dim_small), np.sqrt(np.arange(1.0, dim_small)))
hop_phase = (U * np.exp(-1j * g / np.sqrt(N_small) * x)) @ U.T
states = list(combinations(range(N_small), Ne_small))
index = {s: i for i, s in enumerate(states)}
forward = np.zeros((len(states), len(states)))
for s in states:
    for j in s:
        target = (j + 1) % N_small
        if target in s:
            continue
        rest = [q for q in s if q != j]
        sign = (-1)**(sum(q < j for q in rest) + sum(q < target for q in rest))
        forward[index[tuple(sorted(rest + [target]))], index[s]] += sign
hop = -t * np.kron(forward, hop_phase)
H_full = hop + hop.conj().T + np.kron(np.eye(len(states)),
                                     np.diag(hw * np.arange(dim_small)))
full_spectrum = np.linalg.eigvalsh(H_full)
ops = phase_functions(g / np.sqrt(N_small), dim_small)
block_spectrum = []
for occ in combinations(range(N_small), Ne_small):
    S = np.exp(2j * np.pi * np.array(occ) / N_small).sum()
    block_spectrum.extend(np.linalg.eigvalsh(oscillator_hamiltonian(S, ops))
                          - 2 * t * S.real)
block_error = np.max(np.abs(full_spectrum - np.sort(block_spectrum)))
assert block_error < 1e-9

# ---------- the centred sea is the ground state among all occupations ----------
N_enum = 10
ops = phase_functions(g / np.sqrt(N_enum), 80)
energies = []
for occ in combinations(range(N_enum), N_enum // 2):
    S = np.exp(2j * np.pi * np.array(occ) / N_enum).sum()
    energies.append((lowest(S, ops) - 2 * t * S.real, occ))
energies.sort()
assert set(energies[0][1]) == {0, 1, 2, 8, 9}
assert energies[1][0] - energies[0][0] > 1e-6
enum_gap = energies[1][0] - energies[0][0]

# ---------- exact dressed mode and band shifts for growing N ----------
ka_add, ka_rem = 4 * np.pi / 5, 2 * np.pi / 5


def coefficient(ka, sign):
    """N times the predicted band shift; sign -1 addition, +1 removal."""
    eps, current = -2 * t * np.cos(ka), 2 * t * np.sin(ka)
    return g**2 * (-eps * hw / (2 * hW) + sign * current**2 * hw / hW**2)


coef_add, coef_rem = coefficient(ka_add, -1), coefficient(ka_rem, +1)
sizes = [10, 50, 250, 1250, 6250]
rows = []
for N in sizes:
    ops = phase_functions(g / np.sqrt(N), 120)
    S = sea_sum(N)
    levels, vectors = np.linalg.eigh(oscillator_hamiltonian(S, ops))
    ground = vectors[:, 0]
    add = lowest(S + np.exp(1j * ka_add), ops) - levels[0]
    rem = levels[0] - lowest(S - np.exp(1j * ka_rem), ops)
    photons = np.sum(np.arange(120) * ground**2)
    narrowing = -ground @ ops[0] @ ground
    rows.append((N, levels[1] - levels[0], add, rem, levels[0], photons, narrowing))
data = np.array(rows)
err_add = np.abs(data[:, 0] * data[:, 2] / coef_add - 1)
err_rem = np.abs(data[:, 0] * data[:, 3] / coef_rem - 1)
assert err_add[-1] < 0.01 and err_rem[-1] < 0.01
assert err_add[-1] < err_add[-2] and err_rem[-1] < err_rem[-2]
slope = np.log(data[-1, 2] / data[-2, 2]) / np.log(sizes[-1] / sizes[-2])
assert abs(slope + 1) < 0.02
assert abs(data[-1, 1] / hW - 1) < 1e-3
zero_point = (hW - hw) / 2
assert abs(data[-1, 4] / zero_point - 1) < 2e-3
virtual_photons = (hW - hw)**2 / (4 * hW * hw)
assert abs(data[-1, 5] / virtual_photons - 1) < 5e-3
narrow_coef = g**2 * hw / (2 * hW)
assert abs(data[-1, 6] * sizes[-1] / narrow_coef - 1) < 5e-3

# ---------- plasma shift from the curvature of the occupied band ----------
N_big, h = 6250, 1e-3
m = (N_big - 2) // 4
ka = 2 * np.pi * np.arange(-m, m + 1) / N_big


def band_energy(twist):
    return np.sum(-2 * t * np.cos(ka + twist))


curvature = (band_energy(h) + band_energy(-h) - 2 * band_energy(0)) / h**2 / N_big
plasma_sq = e * a**2 / (epsilon_0 * volume_per_site) * curvature
assert abs(np.sqrt(hw**2 + plasma_sq) / hW - 1) < 1e-4

# ---------- mistaken estimate: N-independent g used as the phase amplitude ----------
wrong_narrowing = -phase_functions(g, 80)[0][0, 0]
assert abs(wrong_narrowing - (1 - np.exp(-g**2 / 2))) < 1e-10

# ---------- exception: photon number equal to N ----------
N_fock = 250
fock_factor = 1 + phase_functions(g / np.sqrt(N_fock), 700)[0][N_fock, N_fock]
assert abs(fock_factor - j0(2 * g)) < 1e-3

# ---------- exception: Fermi sea with a macroscopic current ----------
k0a = 2 * np.pi / 10
theta = minimize_scalar(
    lambda q: -tau * np.cos(k0a + q) + hw * q**2 / (4 * g**2),
    bounds=(-1.0, 0.0), method="bounded", options={"xatol": 1e-10}).x
classical_shift = -2 * t * (np.cos(ka_add + theta) - np.cos(ka_add))
current_shifts = []
for N in (50, 250):
    ops = phase_functions(g / np.sqrt(N), 300)
    S = sea_sum(N, N // 10)
    current_shifts.append(lowest(S + np.exp(1j * ka_add), ops) - lowest(S, ops))
current_errors = np.abs(np.array(current_shifts) - classical_shift)
assert current_errors[1] < 0.02 and current_errors[1] < 0.4 * current_errors[0]

# ---------- output ----------
print(f"hopping t = {t:.3f} eV; bare mode energy = {hw:.3f} eV")
print(f"lattice spacing = {a*1e9:.3f} nm; filling = 0.5")
print(f"mode volume = {volume*1e18:.1f} um^3")
print(f"mode volume per site = {volume_per_site*1e27:.1f} nm^3")
print(f"crystal volume / mode volume = {a**3/volume_per_site:.4f}")
print(f"number of sites N = {N_crystal:.3e}")
print(f"vacuum amplitude A0 = {A0:.4e} V s/m")
print(f"phase amplitude eta = {eta_crystal:.4e}")
print(f"g = {g:.5f}; g^2 = {g**2:.5f}")
print(f"tau = {tau:.5f} eV; 2 g^2 tau/(hbar omega) = {2*g**2*tau/hw:.4f}")
print(f"intraband plasma energy = {np.sqrt(plasma_sq):.5f} eV")
print(f"dressed mode energy = {hW:.5f} eV; Omega/omega = {hW/hw:.4f}")
print(f"total zero-point shift = {zero_point:.5f} eV")
print(f"zero-point shift per site, crystal = {zero_point/N_crystal:.3e} eV")
print(f"virtual photon number = {virtual_photons:.5f}")
print(f"bare band energy at ka=4pi/5 = {-2*t*np.cos(ka_add):.5f} eV")
print(f"bare band energy at ka=2pi/5 = {-2*t*np.cos(ka_rem):.5f} eV")
print(f"N * addition shift, formula, ka=4pi/5 = {coef_add:.5f} eV")
print(f"N * removal shift, formula, ka=2pi/5 = {coef_rem:.5f} eV")
print(f"addition shift in crystal = {coef_add/N_crystal:.3e} eV")
print(f"removal shift in crystal = {coef_rem/N_crystal:.3e} eV")
print("numerical: N, mode gap (eV), addition shift (eV), removal shift (eV)")
for row in rows:
    print(f"  {row[0]:5d}  {row[1]:.6f}  {row[2]:.4e}  {row[3]:.4e}")
print("numerical: N, N*addition shift (eV), N*removal shift (eV)")
for row in rows:
    print(f"  {row[0]:5d}  {row[0]*row[2]:.5f}  {row[0]*row[3]:.5f}")
print(f"log-log slope of addition shift, last two N = {slope:.4f}")
print(f"numerical total photon-induced energy, N=6250 = {data[-1,4]:.5f} eV")
print(f"numerical virtual photon number, N=6250 = {data[-1,5]:.5f}")
print(f"mistaken hopping reduction with eta=g = {100*wrong_narrowing:.3f} percent")
print(f"actual mean hopping reduction, crystal = {narrow_coef/N_crystal:.3e}")
print(f"many-body vs block spectrum, N=6, max difference = {block_error:.1e} eV")
print(f"N=10: next occupation lies above centred sea by {enum_gap:.5f} eV")
print(f"hopping factor, n=N=250 photons = {fock_factor:.5f}; J0(2g) = {j0(2*g):.5f}")
print(f"displaced sea: k0a = {k0a:.5f} rad; field phase theta = {theta:.5f} rad")
print(f"displaced sea: large-N band shift = {classical_shift:.5f} eV")
print(f"displaced sea: numerical shift, N=50 = {current_shifts[0]:.5f} eV")
print(f"displaced sea: numerical shift, N=250 = {current_shifts[1]:.5f} eV")
print("checks complete")
```

Printed output:

```
hopping t = 1.000 eV; bare mode energy = 0.100 eV
lattice spacing = 0.500 nm; filling = 0.5
mode volume = 1000.0 um^3
mode volume per site = 125.0 nm^3
crystal volume / mode volume = 0.0010
number of sites N = 8.000e+09
vacuum amplitude A0 = 6.2608e-12 V s/m
phase amplitude eta = 4.7559e-06
g = 0.42538; g^2 = 0.18095
tau = 0.63662 eV; 2 g^2 tau/(hbar omega) = 2.3039
intraband plasma energy = 0.15179 eV
dressed mode energy = 0.18177 eV; Omega/omega = 1.8177
total zero-point shift = 0.04088 eV
zero-point shift per site, crystal = 5.110e-12 eV
virtual photon number = 0.09196
bare band energy at ka=4pi/5 = 1.61803 eV
bare band energy at ka=2pi/5 = -0.61803 eV
N * addition shift, formula, ka=4pi/5 = -0.83742 eV
N * removal shift, formula, ka=2pi/5 = 2.01230 eV
addition shift in crystal = -1.047e-10 eV
removal shift in crystal = 2.515e-10 eV
numerical: N, mode gap (eV), addition shift (eV), removal shift (eV)
     10  0.182502  -9.7838e-02  2.0891e-01
     50  0.181746  -1.7287e-02  4.0701e-02
    250  0.181757  -3.3710e-03  8.0684e-03
   1250  0.181765  -6.7078e-04  1.6106e-03
   6250  0.181767  -1.3402e-04  3.2200e-04
numerical: N, N*addition shift (eV), N*removal shift (eV)
     10  -0.97838  2.08905
     50  -0.86436  2.03504
    250  -0.84274  2.01711
   1250  -0.83848  2.01327
   6250  -0.83763  2.01249
log-log slope of addition shift, last two N = -1.0006
numerical total photon-induced energy, N=6250 = 0.04088 eV
numerical virtual photon number, N=6250 = 0.09196
mistaken hopping reduction with eta=g = 8.650 percent
actual mean hopping reduction, crystal = 6.222e-12
many-body vs block spectrum, N=6, max difference = 2.4e-14 eV
N=10: next occupation lies above centred sea by 0.38133 eV
hopping factor, n=N=250 photons = 0.82674; J0(2g) = 0.82707
displaced sea: k0a = 0.62832 rad; field phase theta = -0.43734 rad
displaced sea: large-N band shift = -0.65017 eV
displaced sea: numerical shift, N=50 = -0.68566 eV
displaced sea: numerical shift, N=250 = -0.65715 eV
checks complete
```
